\section*{Electron density at the centre of an undoped double-gate silicon film}

\section{The problem}

An undoped silicon film of thickness $t$ lies between two identical gates held at the same voltage. The coordinate $x$ runs across the film, with $x=0$ at the centre and the oxide interfaces at $x=\pm t/2$. A positive gate voltage draws electrons into the film. Let $N$ be the number of electrons per unit area that belongs to each gate, so that the whole film holds $2N$ per unit area.

Treat the electrons as a classical gas in equilibrium: they obey Boltzmann statistics, and quantum confinement is ignored. Holes and dopants are neglected.

\begin{enumerate}
\item How does the electron density $n_0$ at the centre depend on $N$, and what becomes of it as the gate voltage is raised without limit?
\item What are the numbers for $t=10$ nm and $T=300$ K, with relative permittivity 11.7?
\item Does the classical answer bind a real film of this thickness?
\end{enumerate}

\section{A tempting solution}

The film is undoped, so its screening length seems to be the intrinsic Debye length,
\begin{equation}
L_i=\sqrt{\frac{\varepsilon kT}{q^2 n_i}},
\end{equation}
where $\varepsilon$ is the permittivity of silicon, $q>0$ the elementary charge and $n_i$ the intrinsic density. With the rough value $n_i=10^{10}\ \mathrm{cm^{-3}}$ this is about $40\ \mu$m, thousands of times the film thickness. The potential should therefore be flat across the film, and the electrons should fill it evenly:
\begin{equation}
n_0=\frac{2N}{t}\qquad\text{(tempting)}.
\label{eq:wrong}
\end{equation}
For $N=10^{13}\ \mathrm{cm^{-2}}$ and $t=10^{-6}$ cm this gives $n_0=2\times10^{19}\ \mathrm{cm^{-3}}$. Doubling the gate charge would double the centre density, without end.

\section{Where it fails}

The length $L_i$ describes screening by carriers of density $n_i$. In strong inversion the film holds vastly more electrons than that, and they screen one another. The assumption can be tested against its own consequence. Let $\psi$ be the electrostatic potential. Electrons carry charge density $-qn$, so Poisson's equation $\psi''=-\rho/\varepsilon$ reads
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{q\,n}{\varepsilon}.
\label{eq:poisson}
\end{equation}
If $n=2N/t$ everywhere, two integrations from the centre, where $\psi'=0$ by symmetry, give
\begin{equation}
\psi(t/2)-\psi(0)=\frac{q}{2\varepsilon}\,\frac{2N}{t}\left(\frac t2\right)^2=\frac{qNt}{4\varepsilon}.
\end{equation}
Measured in units of $kT/q$, this drop is the dimensionless number
\begin{equation}
A=\frac{q^2Nt}{4\varepsilon kT}.
\label{eq:A}
\end{equation}
For the 10 nm film with $N=10^{13}\ \mathrm{cm^{-2}}$, $A=14.96$. The supposedly flat potential would vary by $14.96\times25.85\ \mathrm{mV}=387$ mV, and Boltzmann statistics would then make the surface density $e^{15}$ times the centre density. The even filling contradicts itself unless $A\ll1$. The density and the potential have to be found together.

\section{The right solution}

\subsection{The profile}

Measure $\psi$ from the value at which $n=n_i$, and write $\psi_0=\psi(0)$. In equilibrium the Fermi level is constant, so
\begin{equation}
n=n_i e^{q\psi/kT}=n_0\,e^{q(\psi-\psi_0)/kT}.
\label{eq:boltz}
\end{equation}
Multiply (\ref{eq:poisson}) by $\psi'$. The left side becomes $\tfrac12\,d(\psi'^2)/dx$. On the right, (\ref{eq:boltz}) gives $dn/dx=(q/kT)\,n\psi'$, so $qn\psi'=kT\,dn/dx$. Hence
\begin{equation}
\frac12\frac{d}{dx}\left(\psi'^2\right)=\frac{kT}{\varepsilon}\frac{dn}{dx}.
\end{equation}
Integrating from the centre, where $\psi'=0$ and $n=n_0$,
\begin{equation}
\psi'^2=\frac{2kT}{\varepsilon}\,(n-n_0).
\label{eq:first}
\end{equation}
This is a balance of pressures: the gas pressure $nkT$ exceeds its central value by the electrostatic stress $\varepsilon\psi'^2/2$.

To integrate once more, put
\begin{equation}
w=e^{-q(\psi-\psi_0)/2kT},\qquad n=\frac{n_0}{w^2}.
\end{equation}
Then $w'=-(q/2kT)\,w\psi'$. Squaring and inserting (\ref{eq:first}),
\begin{align}
w'^2&=\frac{q^2w^2}{4(kT)^2}\,\frac{2kT}{\varepsilon}\,n_0\left(\frac1{w^2}-1\right)\nonumber\\
&=\kappa^2(1-w^2),\qquad \kappa^2=\frac{q^2n_0}{2\varepsilon kT}.
\label{eq:w}
\end{align}
Since $\psi''>0$ and $\psi'(0)=0$, the potential rises for $x>0$ and $w$ falls. The negative root therefore applies, $w'=-\kappa\sqrt{1-w^2}$. Separation gives
\begin{equation}
\kappa x=\int_w^1\frac{du}{\sqrt{1-u^2}}=\arccos w .
\end{equation}
Thus $w=\cos\kappa x$, and
\begin{equation}
\psi=\psi_0-\frac{2kT}{q}\ln\cos\kappa x,\qquad n=\frac{n_0}{\cos^2\kappa x}.
\label{eq:profile}
\end{equation}
Both are even in $x$, so they hold on the left half too. Substitution confirms the result: $\psi'=(2kT\kappa/q)\tan\kappa x$, and
\begin{equation}
\psi''=\frac{2kT\kappa^2}{q\cos^2\kappa x}=\frac{q}{\varepsilon}\,\frac{n_0}{\cos^2\kappa x}=\frac{qn}{\varepsilon}.
\end{equation}
The check matters because $w=1$ also satisfies (\ref{eq:w}); that constant solution has $\psi''=0$ and violates Poisson's equation.

\subsection{The ceiling}

Let $\beta=\kappa t/2$. The density (\ref{eq:profile}) diverges where $\kappa x=\pi/2$. That point must lie outside the film, so $\beta<\pi/2$. Solving the definition of $\kappa$ for $n_0$,
\begin{equation}
n_0=\frac{2\varepsilon kT}{q^2}\,\kappa^2=\frac{8\varepsilon kT}{q^2t^2}\,\beta^2,
\label{eq:n0}
\end{equation}
and therefore
\begin{equation}
\boxed{\,n_0<n_{\max}=\frac{2\pi^2\varepsilon kT}{q^2t^2}\,}
\label{eq:nmax}
\end{equation}

The physical content is that a denser centre bends the potential more sharply, and the bending feeds on itself through the Boltzmann factor. A centre density of $4n_{\max}$, for instance, doubles the limiting $\kappa$ and puts the divergence at $x=t/4$, halfway to the surface. No finite gate charge can support such a state.

\subsection{Approach to the ceiling}

A bound is not yet saturation; $n_0$ must also be shown to approach it. Gauss's law for the right half of the film gives
\begin{equation}
\varepsilon\psi'(t/2)=q\int_0^{t/2}n\,dx=qN .
\end{equation}
With $\psi'(t/2)=(2kT/q)(2\beta/t)\tan\beta$ this becomes
\begin{equation}
\beta\tan\beta=\frac{q^2Nt}{4\varepsilon kT}=A .
\label{eq:beta}
\end{equation}
The derivative of the left side, $\tan\beta+\beta/\cos^2\beta$, is positive on $(0,\pi/2)$, and the left side runs from 0 to infinity. Each $N$ therefore fixes one $\beta$, which rises with $N$ and tends to $\pi/2$.

The gate voltage behaves in the same way. Measured from flat band for a midgap gate, it is
\begin{equation}
V_G=\psi_s+\frac{qN}{C_{ox}},\qquad \psi_s=\frac{kT}{q}\ln\frac{n_s}{n_i},\qquad n_s=\frac{n_0}{\cos^2\beta},
\label{eq:gate}
\end{equation}
where $C_{ox}$ is the oxide capacitance per unit area of one gate and $n_s$ the surface density. Both terms increase with $\beta$ and grow without limit as $\beta\to\pi/2$. Raising $V_G$ thus drives $n_0$ steadily upward towards $n_{\max}$, which it never reaches.

Two limits show how the behaviour changes.

\emph{Weak charge, $A\ll1$.} Here $\beta\tan\beta\approx\beta^2+\beta^4/3$, so $\beta^2\approx A-A^2/3$. Equation (\ref{eq:n0}) then gives
\begin{equation}
n_0\approx\frac{8\varepsilon kT}{q^2t^2}\,A\left(1-\frac A3\right)=\frac{2N}{t}\left(1-\frac A3\right).
\end{equation}
The tempting answer (\ref{eq:wrong}) is the leading term. It is a sound description of a weakly filled film, carried beyond its range.

\emph{Strong charge, $A\gg1$.} Put $\beta=\pi/2-\delta$ with small $\delta$. Then $\tan\beta=\cot\delta\approx1/\delta$, and (\ref{eq:beta}) becomes $\pi/(2\delta)-1\approx A$. So
\begin{equation}
\delta\approx\frac{\pi/2}{1+A},\qquad \frac{n_0}{n_{\max}}=\left(\frac{2\beta}{\pi}\right)^2\approx\left(\frac{A}{1+A}\right)^2 .
\label{eq:strong}
\end{equation}
The shortfall from the ceiling is about $2/A$, so it closes slowly, as $1/N$.

The added charge goes to the surfaces. Equation (\ref{eq:first}) at $x=t/2$, with $\psi'=qN/\varepsilon$, gives
\begin{equation}
n_s=n_0+\frac{q^2N^2}{2\varepsilon kT},
\end{equation}
which grows as $N^2$ while $n_0$ levels off. At any fixed interior point the density also levels off, at $n_{\max}/\cos^2(\pi x/t)$.

\section{Numbers for the 10 nm film}

With $\varepsilon=11.7\times8.854\times10^{-12}=1.036\times10^{-10}$ F/m and $kT/q=0.02585$ V,
\begin{align}
n_{\max}&=\frac{2\pi^2\,\varepsilon\,(kT/q)}{q\,t^2}
=\frac{19.74\times1.036\times10^{-10}\times0.02585}{1.602\times10^{-19}\times(10^{-8})^2}\ \mathrm{m^{-3}}\nonumber\\
&=3.30\times10^{24}\ \mathrm{m^{-3}}=3.30\times10^{18}\ \mathrm{cm^{-3}} .
\end{align}
The ceiling scales as $T/t^2$ at fixed permittivity. It is $8.2\times10^{17}\ \mathrm{cm^{-3}}$ for 20 nm at 300 K, and $4.4\times10^{18}\ \mathrm{cm^{-3}}$ for 10 nm at 400 K. The centre potential is capped as well, at $(kT/q)\ln(n_{\max}/n_i)=0.02585\times19.6=0.51$ V with the rough $n_i$ above.

At $N=10^{13}\ \mathrm{cm^{-2}}$, equation (\ref{eq:beta}) with $A=14.96$ has the root $\beta=1.4726$. Then
\begin{equation}
\frac{n_0}{n_{\max}}=\left(\frac{2\times1.4726}{\pi}\right)^2=0.879,\qquad n_0=2.90\times10^{18}\ \mathrm{cm^{-3}} .
\end{equation}
The tempting value was seven times larger. The approximation (\ref{eq:strong}) gives $(14.96/15.96)^2=0.879$ as well. At $N=10^{14}\ \mathrm{cm^{-2}}$, a charge far beyond practice, the ratio is still 0.987.

These formulas were tested by integrating Poisson's equation numerically from the centre and adjusting $n_0$ until the surface field matched the charge. For seven values of $N$ from $10^{11}$ to $10^{14}\ \mathrm{cm^{-2}}$, in a 10 nm film at 300 K and a 20 nm film at 400 K, the largest difference in $n_0$ relative to the formula was $1.0\times10^{-11}$.

\section{Does the ceiling bind a real film?}

The derivation used Boltzmann statistics up to the surface, and it treated the electrons as points. Both assumptions fail where the charge collects.

\subsection{Degeneracy}

Boltzmann statistics require $n\ll N_c$, where $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$ is the effective density of states for the band masses used here. The classical surface density is already $1.06N_c$ at $N=3\times10^{12}\ \mathrm{cm^{-2}}$ and $11N_c$ at $10^{13}\ \mathrm{cm^{-2}}$.

For Fermi--Dirac electrons, let $\eta$ be the Fermi energy above the band edge divided by $kT$, so that $d\eta=(q/kT)\,d\psi$. The pressure obeys $dP=n\,kT\,d\eta=qn\,d\psi$. The earlier steps then give
\begin{equation}
\psi'^2=\frac2\varepsilon\,(P-P_0),
\end{equation}
where $P_0$ is the pressure at the centre. The distance from the centre to the divergence is
\begin{equation}
x_\infty(\eta_0)=\frac{kT}{q}\sqrt{\frac{\varepsilon}{2}}\int_{\eta_0}^{\infty}\frac{d\eta}{\sqrt{P(\eta)-P(\eta_0)}} .
\end{equation}
In a parabolic band $P$ grows as $\eta^{5/2}$ at large $\eta$. The integrand falls as $\eta^{-5/4}$ and the integral converges. Moreover, $P(\eta_0+u)-P(\eta_0)$ is $kT$ times the integral of $n$ from $\eta_0$ to $\eta_0+u$, which increases with $\eta_0$; so $x_\infty$ decreases as the centre fills. A ceiling therefore survives, set by $x_\infty=t/2$, but it moves to $1.8\times10^{19}\ \mathrm{cm^{-3}}$. It is a formal value. The part of the integral beyond a given $\eta$ shrinks only as $\eta^{-1/4}$, so the limit is approached at energies where the parabolic band no longer describes silicon.

\subsection{Confinement}

From (\ref{eq:profile}), the charge between the centre and $x$ is proportional to $\tan\kappa x$. Half of each gate's electrons therefore lie beyond the point where $\tan\kappa x=\tfrac12\tan\beta$. At $N=10^{13}\ \mathrm{cm^{-2}}$ that point is 0.33 nm from the surface. For motion across the film the thermal wavelength is $\lambda=h/\sqrt{2\pi mkT}$, where $h$ is Planck's constant and $m$ the mass in that direction. With $m=0.916\,m_e$, the heavier of the two masses used below ($m_e$ is the free-electron mass), it is 4.5 nm; with the lighter mass it is longer. A classical layer so much thinner than $\lambda$ has no meaning for electrons.

A Schr\"odinger--Poisson calculation replaces it. It assumes a (100) film with impenetrable walls, two valleys with mass $0.916\,m_e$ across the film and four with $0.19\,m_e$, and Fermi--Dirac occupation of the subbands. The centre densities of the three models, at equal $N$ and 300 K, are as follows. A finer discretization raises the quantum values by up to $0.003\times10^{18}\ \mathrm{cm^{-3}}$, so their last digit is uncertain by one.

\begin{center}
\begin{tabular}{cccc}
\hline
$N$ & Boltzmann & Fermi--Dirac & Quantum\\
($\mathrm{cm^{-2}}$) & \multicolumn{3}{c}{$n_0$ ($10^{18}\ \mathrm{cm^{-3}}$)}\\
\hline
$1\times10^{12}$ & 1.30 & 1.32 & 2.49\\
$3\times10^{12}$ & 2.23 & 2.33 & 4.91\\
$1\times10^{13}$ & 2.90 & 3.41 & 7.02\\
$2\times10^{13}$ & 3.09 & 4.02 & 7.66\\
\hline
\end{tabular}
\end{center}

Degeneracy alone takes the centre past the Boltzmann ceiling, by 3\% at $10^{13}\ \mathrm{cm^{-2}}$. Confinement matters more: the quantum density there is 2.1 times $n_{\max}$. The walls force the density to zero at the interfaces, and the charge sits further in. The centre gains in two ways. The Fermi level there lies closer to the band edge than in the classical film, and the wave functions spread into the middle, adding electrons beyond what Fermi--Dirac statistics in the local potential would give. At $10^{13}\ \mathrm{cm^{-2}}$ the density peaks 1.0 nm from each wall.

The centre again stops following the gate. Doubling $N$ from $10^{13}$ to $2\times10^{13}\ \mathrm{cm^{-2}}$ raises the quantum centre density by 9\%, while the peak density grows 2.6 times. This is not an approach to a ceiling. Carried to larger charge, the same model gives $7.3$, $5.7$ and $4.2\times10^{18}\ \mathrm{cm^{-3}}$ at $N=4$, $7$ and $10\times10^{13}\ \mathrm{cm^{-2}}$: the quantum centre density passes through a maximum and then falls. These larger charges are formal, since they lie beyond oxide breakdown.

\subsection{Beside a real device}

A 10 nm film with 1 nm of oxide on each side is a rough stand-in for a thin double-gate transistor or a fin. At $N=10^{13}\ \mathrm{cm^{-2}}$ the oxide field is 4.6 MV/cm, and (\ref{eq:gate}) gives $V_G=0.624+0.464=1.088$ V, using the classical surface density. At $2\times10^{13}\ \mathrm{cm^{-2}}$ the field is 9.3 MV/cm, close to the rough breakdown field of 10 MV/cm, and $V_G$ is 1.59 V, high for a device of this size. In the same classical estimate, a more ordinary 0.70 V gives $N=3\times10^{12}\ \mathrm{cm^{-2}}$, and the centre density has reached 68\% of its ceiling. The quantum model needs a higher voltage for the same charge, by about 0.07 V at $3\times10^{12}\ \mathrm{cm^{-2}}$ and 0.3 V at $2\times10^{13}\ \mathrm{cm^{-2}}$. Full saturation therefore lies outside normal operation even in the classical model.

The other neglected charges are small. A rough residual doping of $10^{15}\ \mathrm{cm^{-3}}$ is $3\times10^{-4}$ of the classical centre density at $N=10^{13}\ \mathrm{cm^{-2}}$, and the hole density $n_i^2/n_0$ is some tens per cubic centimetre. Among the assumptions tested here, the neglect of confinement moves the centre density most at the charges in the table. The quantum calculation has limits of its own: it omits penetration into the oxide, exchange and correlation, image forces and non-parabolic bands. The first is not small. With a 3.1 eV barrier and an oxide mass of $0.5\,m_e$ in place of the hard walls, the centre density is $5.8\times10^{18}\ \mathrm{cm^{-3}}$ at $N=10^{13}\ \mathrm{cm^{-2}}$ and $5.6\times10^{18}\ \mathrm{cm^{-3}}$ at $2\times10^{13}\ \mathrm{cm^{-2}}$, already past its maximum. The masses are those of a (100) film, whereas fin sidewalls are commonly (110); with (110) masses and hard walls the two values are $6.6$ and $5.6\times10^{18}\ \mathrm{cm^{-3}}$. A real fin also has a top surface and corners, which a one-dimensional model cannot describe.

The answer to the third question is therefore no. The value $3.3\times10^{18}\ \mathrm{cm^{-3}}$ is a strict bound for the classical Boltzmann film. For a real film of this thickness it gives the order of magnitude at which the centre stops following the gate, and at the two largest charges in the table the quantum centre density exceeds it by a factor of 2.1 to 2.3 for a hard-walled (100) film, and of 1.7 to 2.0 with a finite barrier or (110) masses. The values for each charge in the table are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Film thickness: 10.0 nm; temperature: 300 K
Relative permittivity: silicon 11.7, oxide 3.9
Oxide thickness: 1.0 nm
Thermal voltage kT/q: 25.852 mV
Boltzmann ceiling n_max: 3.299e+18 cm^-3
Ceiling at 400 K: 4.399e+18 cm^-3
Ceiling at 20 nm, 300 K: 8.249e+17 cm^-3
Largest relative error, Poisson check: 1.0e-11
Poisson n0/n_max at N=1e14 cm^-2: 0.98676
Masses / m_e: long. 0.916, trans. 0.19, DOS 1.060
Effective band density Nc: 2.738e+19 cm^-3
Formal Fermi-Dirac ceiling: 1.778e+19 cm^-3
Heavy-mass quantum/classical ratio: 0.9998
N per gate = 1e+12 cm^-2:
  A = 1.496, beta = 0.9873 rad, n0/n_max = 0.3951
  Boltzmann: centre 1.304e+18, surface 4.295e+18 cm^-3
  Boltzmann surface density / Nc: 0.16
  Fermi-Dirac centre: 1.315e+18 cm^-3
  Quantum centre: 2.490e+18 cm^-3
  Quantum peak: 2.543e+18 cm^-3, 3.12 nm from wall
  Oxide field 0.46 MV/cm, gate voltage 0.560 V
N per gate = 3e+12 cm^-2:
  A = 4.487, beta = 1.2907 rad, n0/n_max = 0.6752
  Boltzmann: centre 2.228e+18, surface 2.915e+19 cm^-3
  Boltzmann surface density / Nc: 1.06
  Fermi-Dirac centre: 2.333e+18 cm^-3
  Quantum centre: 4.914e+18 cm^-3
  Quantum peak: 9.095e+18 cm^-3, 1.53 nm from wall
  Oxide field 1.39 MV/cm, gate voltage 0.703 V
N per gate = 1e+13 cm^-2:
  A = 14.956, beta = 1.4726 rad, n0/n_max = 0.8789
  Boltzmann: centre 2.900e+18, surface 3.020e+20 cm^-3
  Boltzmann surface density / Nc: 11.03
  Fermi-Dirac centre: 3.408e+18 cm^-3
  Quantum centre: 7.015e+18 cm^-3
  Quantum peak: 4.997e+19 cm^-3, 0.99 nm from wall
  Oxide field 4.64 MV/cm, gate voltage 1.088 V
N per gate = 2e+13 cm^-2:
  A = 29.912, beta = 1.5200 rad, n0/n_max = 0.9364
  Boltzmann: centre 3.090e+18, surface 1.200e+21 cm^-3
  Boltzmann surface density / Nc: 43.81
  Fermi-Dirac centre: 4.017e+18 cm^-3
  Quantum centre: 7.663e+18 cm^-3
  Quantum peak: 1.315e+20 cm^-3, 0.79 nm from wall
  Oxide field 9.28 MV/cm, gate voltage 1.587 V
Rough intrinsic density used: 1e+10 cm^-3
Centre holes at N=1e13 cm^-2: 34.5 cm^-3
Rough doping 1e+15 cm^-3 / centre density: 3.4e-04
\end{verbatim}
